\section*{Explicit time-step limit for polarization diffusion on a cubic grid}

\section*{Problem}

One polarization component $P(\mathbf r,t)$ of a ferroelectric has the free energy
\begin{equation}
F[P]=\int\left[\frac g2|\nabla P|^2+f(P)\right]dV ,\qquad g>0,
\label{eq:F}
\end{equation}
and relaxes according to
\begin{equation}
\gamma\,\frac{\partial P}{\partial t}=-\frac{\delta F}{\delta P},\qquad \gamma>0,
\label{eq:tdgl}
\end{equation}
with constant $g$ and $\gamma$. The gradient energy is isotropic, and electrostatic and elastic couplings are left out. The field is stored on a cubic grid of spacing $h$, periodic with $N\ge 3$ nodes along each edge. Time is advanced by the forward Euler method with step $\Delta t$.

\begin{enumerate}
\item[(a)] Write the update rule for the diffusion part, $f=0$, using the discrete Laplacian that follows from squared differences between nearest neighbours.
\item[(b)] For even $N$, find the largest $\Delta t$ for which every initial field stays bounded for any number of steps. Show that the condition is both sufficient and necessary.
\item[(c)] Find the factor by which each plane wave is multiplied per step. Discuss steps just below the limit, other dimensions, and odd $N$.
\item[(d)] Let $f=\alpha P^2/2+\beta P^4/4$ with $\alpha<0<\beta$. Find the largest step for which small perturbations of a uniform domain decay.
\item[(e)] Evaluate the limits for the round model parameters $g=1.0\times10^{-10}\ \mathrm{J\,m^3/C^2}$, $\gamma=0.10\ \Omega\,\mathrm m$, $h=0.50$ nm, $\alpha=-1.0\times10^{8}\ \mathrm{J\,m/C^2}$ and $\beta=4.0\times10^{8}\ \mathrm{J\,m^5/C^4}$.
\end{enumerate}

\section*{Solution}

\subsection*{(a) The update rule}

Replace $P$ by $P+\eta$ with a small periodic $\eta$. To first order in $\eta$,
\begin{align}
\delta F&=\int\left[g\,\nabla P\cdot\nabla\eta+f'(P)\,\eta\right]dV\nonumber\\
&=\int\left[-g\nabla^2P+f'(P)\right]\eta\,dV .
\end{align}
The second line is an integration by parts; its surface term vanishes because the fields are periodic. The bracket is $\delta F/\delta P$, so
\begin{equation}
\gamma\,\frac{\partial P}{\partial t}=g\nabla^2P-f'(P).
\label{eq:pde}
\end{equation}
For $f=0$ this is a diffusion equation with diffusion coefficient $g/\gamma$.

On the grid, label the nodes by integer triples $\mathbf n$ and let $\mathbf e_i$ be the unit step along axis $i=x,y,z$. The gradient energy becomes
\begin{equation}
E=h^3\,\frac g2\sum_{\mathbf n}\sum_i\left(\frac{P_{\mathbf n+\mathbf e_i}-P_{\mathbf n}}{h}\right)^2 .
\end{equation}
For each axis, the value $P_{\mathbf m}$ occurs in two squares, those with $\mathbf n=\mathbf m$ and $\mathbf n=\mathbf m-\mathbf e_i$. Differentiating both gives
\begin{align}
\frac{\partial E}{\partial P_{\mathbf m}}
&=h^3\frac{g}{h^2}\sum_i\left[-(P_{\mathbf m+\mathbf e_i}-P_{\mathbf m})+(P_{\mathbf m}-P_{\mathbf m-\mathbf e_i})\right]\nonumber\\
&=-h^3 g\sum_i\frac{P_{\mathbf m+\mathbf e_i}+P_{\mathbf m-\mathbf e_i}-2P_{\mathbf m}}{h^2}.
\end{align}
A functional derivative is a derivative per unit volume, so we divide by the cell volume $h^3$. The driving force is then $g$ times the seven-point Laplacian. With the dimensionless number
\begin{equation}
r=\frac{g\,\Delta t}{\gamma h^2},
\end{equation}
the Euler step reads
\begin{equation}
P^{\rm new}_{\mathbf n}=(1-6r)\,P_{\mathbf n}+r\sum_i\left(P_{\mathbf n+\mathbf e_i}+P_{\mathbf n-\mathbf e_i}\right).
\label{eq:update}
\end{equation}
The coefficient $-6r$ collects $-2r$ from each of the three axes.

\subsection*{(b) The limit}

\paragraph{Sufficiency.} The seven weights in \eqref{eq:update} add up to $(1-6r)+6r=1$. If $r\le1/6$, none of them is negative, and each new value is a weighted mean of old values. It therefore lies between the smallest and the largest old value:
\begin{equation}
\min_{\mathbf m}P_{\mathbf m}\le P^{\rm new}_{\mathbf n}\le\max_{\mathbf m}P_{\mathbf m}.
\label{eq:range}
\end{equation}
The range of the field cannot widen in any step, so the field stays bounded.

\paragraph{Necessity.} For even $N$ the checkerboard field $P_{\mathbf n}=\varepsilon(-1)^{n_x+n_y+n_z}$ fits the periodic grid. Each of the six neighbours of a node has the value $-P_{\mathbf n}$, so \eqref{eq:update} gives
\begin{equation}
P^{\rm new}_{\mathbf n}=(1-6r)P_{\mathbf n}-6r\,P_{\mathbf n}=(1-12r)\,P_{\mathbf n}.
\label{eq:board}
\end{equation}
If $r>1/6$, then $1-12r<-1$. The pattern changes sign in every step and its size grows without bound, however small $\varepsilon$ is.

The two parts meet at $r=1/6$. Inserting the definition of $r$ and solving for the time step gives
\begin{equation}
\boxed{\;\Delta t\le\Delta t_{\rm d}=\frac{\gamma h^2}{6g}\;}
\label{eq:limit}
\end{equation}

The weights show what happens at the limit. In one step a node passes the share $r$ of its value to each of its six neighbours and keeps $1-6r$. At $r=1/6$ it keeps nothing. Beyond that it gives away more than it has, and its own weight turns negative. At equality the checkerboard has the factor $-1$ and neither grows nor decays, so a calculation that is meant to relax should use a smaller step.

\subsection*{(c) Plane waves, other dimensions and odd grids}

Insert $P_{\mathbf n}=e^{ih\mathbf k\cdot\mathbf n}$ into \eqref{eq:update}. The two neighbours along axis $i$ contribute $e^{ik_ih}+e^{-ik_ih}=2\cos k_ih$ times $P_{\mathbf n}$. The factor per step is therefore
\begin{align}
A(\mathbf k)&=1-6r+2r\sum_i\cos k_ih
=1-2r\sum_i(1-\cos k_ih)\nonumber\\
&=1-4r\sum_i\sin^2\frac{k_ih}{2},
\label{eq:A}
\end{align}
where the last step uses $1-\cos\theta=2\sin^2(\theta/2)$. The uniform mode has $A=1$, because diffusion conserves the mean. The sum is largest, equal to 3, when every $k_ih=\pi$. This is the checkerboard, and \eqref{eq:A} then reproduces \eqref{eq:board}.

\paragraph{Steps just below the limit.} If time were continuous and space still discrete, the checkerboard would decay at the rate $12g/(\gamma h^2)$. Over one step its factor would be $e^{-12r}$, which is positive. Euler replaces this by $1-12r$, which is negative for $1/12<r<1/6$. In the upper half of the stable interval the checkerboard thus decays while flipping its sign, which the diffusion equation does not do. At half the limit, $12r=1$, Euler removes the pattern in a single step, whereas continuous time would leave the fraction $e^{-1}\approx0.37$. Stability is therefore not accuracy for the shortest waves.

\paragraph{Other dimensions.} In $d$ dimensions a node has $2d$ neighbours. Its own weight is $1-2dr$ and the checkerboard factor is $1-4dr$. Both arguments of part (b) then give $r\le1/(2d)$, or
\begin{equation}
\Delta t\le\frac{\gamma h^2}{2dg}.
\end{equation}

\paragraph{Odd $N$.} The checkerboard does not fit an odd periodic grid. The allowed values are $k_ih=2\pi m/N$ with integer $m$, and the two nearest to $\pi$ have $m=(N-1)/2$ and $m=(N+1)/2$. Both give the same value of $\sin^2(k_ih/2)$. For $m=(N-1)/2$,
\begin{equation}
\sin^2\frac{k_ih}{2}=\sin^2\left(\frac\pi2-\frac{\pi}{2N}\right)=\cos^2\frac{\pi}{2N}.
\end{equation}
The condition $A\ge-1$ becomes $12r\cos^2(\pi/2N)\le2$, so the limit is $\Delta t_{\rm d}/\cos^2(\pi/2N)$. It is larger than $\Delta t_{\rm d}$ and tends to it as $N$ grows. The range property \eqref{eq:range} does not share this gain. For $r>1/6$, a single node of value 1 in a field of zeros becomes $1-6r<0$ after one step, a value outside the initial range. The limit \eqref{eq:limit} is thus the sensible one for odd grids too.

\subsection*{(d) The effect of the Landau well}

A uniform domain sits where $f'(P_0)=\alpha P_0+\beta P_0^3=0$ with $P_0\ne0$, so $P_0^2=-\alpha/\beta$. The curvature there is
\begin{equation}
f''(P_0)=\alpha+3\beta P_0^2=\alpha-3\alpha=-2\alpha=2|\alpha|.
\end{equation}
Write $P=P_0+p$ and keep terms linear in $p$. Equation \eqref{eq:pde} becomes $\gamma\,\partial p/\partial t=g\nabla^2p-2|\alpha|p$. The well adds the same decay rate, $2|\alpha|/\gamma$, to every wave, and the factor per step is
\begin{equation}
A(\mathbf k)=1-\frac{\Delta t}{\gamma}\left[\frac{4g}{h^2}\sum_i\sin^2\frac{k_ih}{2}+2|\alpha|\right].
\label{eq:Awell}
\end{equation}
The bracket is positive, so $A<1$ for every wave. Decay also requires $A>-1$. On an even grid the checkerboard is again the most demanding wave, with the bracket equal to $12g/h^2+2|\alpha|$. Hence
\begin{equation}
\Delta t<\Delta t_{\rm w}=\frac{2\gamma}{12g/h^2+2|\alpha|}=\frac{\gamma}{6g/h^2+|\alpha|}.
\label{eq:well}
\end{equation}
Dividing by \eqref{eq:limit} gives
\begin{equation}
\frac{\Delta t_{\rm w}}{\Delta t_{\rm d}}=\frac{1}{1+|\alpha|h^2/(6g)}<1 .
\label{eq:ratio}
\end{equation}
On an even grid, obeying the diffusion limit is therefore not enough for the full equation. On an odd grid the checkerboard is absent, and the term $12g/h^2$ in \eqref{eq:well} is multiplied by $\cos^2(\pi/2N)$; the limit with the well can then lie above $\Delta t_{\rm d}$. On a fine grid, $h^2\ll 6g/|\alpha|$, the correction is small. On a coarse grid $\Delta t_{\rm d}$ keeps growing as $h^2$, while $\Delta t_{\rm w}$ levels off at $\gamma/|\alpha|$.

The result is linear: it says whether a small perturbation of the domain decays, not what happens once a growing one has become large. Around $P=0$ the curvature is $\alpha<0$, and the uniform mode has $A=1+|\alpha|\Delta t/\gamma>1$ for every $\Delta t$. That growth is the physical instability of the unpolarized state and not a fault of the time step.

\subsection*{(e) Numbers}

The diffusion limit is
\begin{equation}
\Delta t_{\rm d}=\frac{0.10\times(0.50\times10^{-9})^2}{6\times1.0\times10^{-10}}\ \mathrm s
=4.17\times10^{-11}\ \mathrm s=41.7\ \mathrm{ps}.
\end{equation}
Diagonalizing the discrete Laplacian on a grid with $N=6$ and requiring $A\ge-1$ for every eigenvector gives the same value, and 62.5 ps and 125 ps in two and one dimensions. For $N=5$ the limit is 46.1 ps, larger by the factor $1/\cos^2(\pi/10)=1.106$. Halving $h$ lowers the limit to 10.4 ps. At fixed volume, fixed simulated time and a fixed fraction of the limit, there are then 8 times as many nodes and 4 times as many steps, hence 32 times as many node updates.

Random noise with zero mean and a largest value of $1.0\times10^{-2}\ \mathrm{C/m^2}$ shows how sharp the limit is. The grid has $N=8$, and each run takes 600 steps. At $0.98\,\Delta t_{\rm d}$ the largest value falls to $3.8\times10^{-15}\ \mathrm{C/m^2}$; at $1.02\,\Delta t_{\rm d}$ it rises to $2.7\times10^{6}\ \mathrm{C/m^2}$. The checkerboard accounts for both. Its factors are $1-2\times0.98=-0.96$ and $1-2\times1.02=-1.04$, and
\begin{equation}
\frac{3.8\times10^{-15}}{0.96^{600}}\approx\frac{2.7\times10^{6}}{1.04^{600}}\approx1.6\times10^{-4}.
\end{equation}
Both runs thus point back to the same checkerboard amplitude, about $1.6\times10^{-4}\ \mathrm{C/m^2}$, in the initial noise.

For the well, $P_0=\sqrt{1.0/4.0}\ \mathrm{C/m^2}=0.50\ \mathrm{C/m^2}$ and $6g/h^2=2.4\times10^{9}\ \mathrm{J\,m/C^2}$, so
\begin{equation}
\Delta t_{\rm w}=\frac{0.10}{2.4\times10^{9}+0.1\times10^{9}}\ \mathrm s=4.0\times10^{-11}\ \mathrm s=40\ \mathrm{ps},
\end{equation}
which is $0.96\,\Delta t_{\rm d}$. By \eqref{eq:Awell} and \eqref{eq:well} the checkerboard factor is $1-2\Delta t/\Delta t_{\rm w}$. It equals $-0.95$ at 39 ps and $-1.05$ at 41 ps. The full nonlinear equation, started with a checkerboard of $5.0\times10^{-7}\ \mathrm{C/m^2}$ on top of $P_0$, confirms the sizes of both factors. After 50 steps the amplitude is $3.85\times10^{-8}\ \mathrm{C/m^2}$ at 39 ps and $5.73\times10^{-6}\ \mathrm{C/m^2}$ at 41 ps. The second step obeys the diffusion limit of 41.7 ps, and the perturbation of the domain still grows. The numerical output below lists these values.

\section*{Values computed for the example and the checks}
\begin{verbatim}
gradient coefficient g = 1.0e-10 J m^3/C^2
damping gamma = 0.10 ohm m
grid spacing h = 0.50 nm
Landau alpha = -1.0e+08 J m/C^2
Landau beta = 4.0e+08 J m^5/C^4
well polarization P0 = 0.50 C/m^2
diffusion limit, formula = 41.667 ps
energy derivative vs stencil, worst relative error = 1e-14
fastest decay rate, 3D matrix = 4.8000e+10 1/s
limit from diagonalization, 1D, N=6 = 125.000 ps
limit from diagonalization, 2D, N=6 = 62.500 ps
limit from diagonalization, 3D, N=6 = 41.667 ps
limit from diagonalization, 3D, odd N=5 = 46.066 ps
odd-grid limit / diffusion limit = 1.1056
limit from diagonalization, 3D, h/2 = 10.417 ps
work factor on halving h = 32.0
checkerboard factor at 0.25 of limit = +0.500
checkerboard factor at 0.50 of limit = +0.000
checkerboard factor at 0.75 of limit = -0.500
checkerboard factor at 1.00 of limit = -1.000
checkerboard factor at 1.02 of limit = -1.040
noise runs: N=8 per edge, steps = 600
initial noise, max |P| = 9.98e-03 C/m^2
final max |P| at 0.98 of limit = 3.8e-15 C/m^2
final max |P| at 1.02 of limit = 2.7e+06 C/m^2
growth per step at 1.02 of limit = 1.0400
well limit, formula = 40.000 ps
well limit / diffusion limit = 0.9600
well runs: steps = 50, start = 5.0e-07 C/m^2
well run dt = 39.0 ps: final amplitude = 3.85e-08 C/m^2
well run dt = 39.0 ps: factor size per step = 0.9500
well run dt = 41.0 ps: final amplitude = 5.73e-06 C/m^2
well run dt = 41.0 ps: factor size per step = 1.0500
\end{verbatim}
